# What zero failures among n tested memory cells really show: test program

```python
"""
Result under test: if n independent cells, each failing with the same unknown
probability p, show zero failures, the one-sided 95 percent upper confidence
bound on p is p_U = 1 - 0.05**(1/n), which lies below ln(20)/n and below 3/n.
Symbols: n = tested cells, k = observed failures, p = failure probability,
L = ln(20), ALPHA = 0.05 = allowed probability of a false claim.
The example is a retention bake of charge-trap memory cells; the program also
sizes correlation, missed failures, finite sampling and temperature of use.
"""
import numpy as np
from mpmath import mp, mpf
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom, expon, hypergeom

ALPHA = 0.05
L = np.log(1 / ALPHA)
rng = np.random.default_rng(12345)


def bound_formula(n):
    """Closed form of the zero-failure upper bound."""
    return -np.expm1(-L / n)


def bound_by_root(k, n, alpha=ALPHA):
    """Upper bound from its definition: P(at most k failures | p) = alpha."""
    if k == n:
        return 1.0
    return brentq(lambda p: binom.cdf(k, n, p) - alpha, 1e-12, 1 - 1e-12,
                  xtol=1e-16, rtol=1e-12)


# Pass probability: simulate single cells and count tests without a failure.
trials, n_small, p_small = 200000, 30, 0.1
failed = rng.random((trials, n_small)) < p_small
pass_simulated = np.mean(~failed.any(axis=1))
pass_formula = (1 - p_small) ** n_small
sigma = np.sqrt(pass_formula * (1 - pass_formula) / trials)
assert abs(pass_simulated - pass_formula) < 5 * sigma

# Closed form, inequalities and leading error against the root of the definition.
for size in (2, 5, 10, 30, 100, 1000, 10000):
    root = bound_by_root(0, size)
    assert abs(root / bound_formula(size) - 1) < 1e-8
    assert root < L / size < 3 / size
    if size >= 100:
        remainder = root - (L / size - L**2 / (2 * size**2))
        assert 0 < remainder < 1.01 * L**3 / (6 * size**3)

# Coverage of the full rule, by explicit sums over all failure counts.
counts = np.arange(n_small + 1)
uppers = np.array([bound_by_root(k, n_small) for k in counts])
edges = uppers[:-1] * (1 + 1e-9)
p_grid = np.concatenate([np.linspace(0.0005, 0.9995, 2000), edges])
coverage = np.array([binom.pmf(counts, n_small, p)[uppers >= p].sum()
                     for p in p_grid])
assert coverage.min() > 0.95 - 1e-8
assert abs(coverage.min() - 0.95) < 1e-6

# Uniform prior: the posterior probability below its quoted quantile is 0.95.
quantile = bound_formula(n_small + 1)
weight_below = quad(lambda p: (1 - p) ** n_small, 0, quantile)[0]
weight_all = quad(lambda p: (1 - p) ** n_small, 0, 1)[0]
assert abs(weight_below / weight_all - 0.95) < 1e-8

# Worked example.
n = 10000
array_cells = 2**20
p_upper = bound_by_root(0, n)
one_failure_bound = bound_by_root(1, n)
two_sided_bound = bound_by_root(0, n, ALPHA / 2)
assert abs(two_sided_bound * n / np.log(40) - 1) < 1e-3

# Sample size for a target, checked with high-precision powers.
target = 1e-6
n_needed = int(np.ceil(np.log(ALPHA) / np.log1p(-target)))
mp.dps = 40
survive = 1 - mpf(10) ** -6
assert survive**n_needed <= mpf(5) / 100 < survive ** (n_needed - 1)

# Two kinds of lot: share of passing lots whose p lies above the bound.
share_poor, p_poor, p_good = 0.9, 4e-4, 1e-5
assert p_good < p_upper < 3 / n < p_poor
pass_poor, pass_good = (1 - p_poor) ** n, (1 - p_good) ** n
poor_given_pass = share_poor * pass_poor / (
    share_poor * pass_poor + (1 - share_poor) * pass_good)
lots = 400000
is_poor = rng.random(lots) < share_poor
passed = rng.binomial(n, np.where(is_poor, p_poor, p_good)) == 0
sigma = np.sqrt(poor_given_pass * (1 - poor_given_pass) / passed.sum())
assert abs(is_poor[passed].mean() - poor_given_pass) < 5 * sigma

# Correlated cells: each word line has its own beta-distributed probability.
line_cells, correlation = 100, 0.1
lines = n // line_cells
beta_sum = (1 - correlation) / correlation


def line_pass(p):
    """Probability that a whole word line shows no failure, mean p."""
    j = np.arange(line_cells)
    return np.prod(((1 - p) * beta_sum + j) / (beta_sum + j))


p_correlated = brentq(lambda p: line_pass(p) ** lines - ALPHA, 1e-6, 0.5,
                      xtol=1e-15)
a, b = p_correlated * beta_sum, (1 - p_correlated) * beta_sum


def beta_integral(function):
    """Integral of function(x) times the unnormalised beta density."""
    return quad(lambda x: function(x) * (1 - x) ** (b - 1), 0, 1,
                weight="alg", wvar=(a - 1, 0), epsabs=1e-10, epsrel=1e-10)[0]


norm = beta_integral(lambda x: 1.0)
line_pass_quad = beta_integral(lambda x: (1 - x) ** line_cells) / norm
assert abs(line_pass_quad - line_pass(p_correlated)) < 1e-7
mean_square = beta_integral(lambda x: x * x) / norm
pair_correlation = (mean_square - p_correlated**2) / (
    p_correlated * (1 - p_correlated))
assert abs(pair_correlation - correlation) < 1e-5
p_whole_lines = bound_by_root(0, lines)

# Missed failures: sum over true failure counts, all of them overlooked.
detection = 0.9
p_missed = p_upper / detection
k_all = np.arange(200)
all_overlooked = np.sum(binom.pmf(k_all, n, p_missed) * (1 - detection) ** k_all)
assert abs(all_overlooked - ALPHA) < 1e-8

# Finite array: largest number of bad cells still compatible with zero found.
bad_cells, none_found = 0, 1.0
while True:
    factor = (array_cells - n - bad_cells) / (array_cells - bad_cells)
    if none_found * factor < ALPHA:
        break
    none_found *= factor
    bad_cells += 1
assert hypergeom.pmf(0, array_cells, bad_cells, n) >= ALPHA
assert hypergeom.pmf(0, array_cells, bad_cells + 1, n) < ALPHA

# Temperature of use: Arrhenius acceleration and a constant failure rate.
k_B = const.k / const.e
bake_C, use_C, bake_hours, use_years = 150.0, 55.0, 24.0, 10.0
T_bake, T_use = bake_C + const.zero_Celsius, use_C + const.zero_Celsius
hours_per_year = const.Julian_year / const.hour
rate_bake = brentq(lambda r: expon.sf(bake_hours, scale=1 / r) ** n - ALPHA,
                   1e-8, 1e-3, xtol=1e-18)
use_results = []
for energy in (1.1, 0.9):
    acceleration = np.exp(energy / k_B * (1 / T_use - 1 / T_bake))
    log_ratio = quad(lambda T: energy / (k_B * T**2), T_use, T_bake)[0]
    assert abs(log_ratio - np.log(acceleration)) < 1e-8
    equal_years = bake_hours * acceleration / hours_per_year
    p_use = -np.expm1(-L * use_years / (n * equal_years))
    p_direct = expon.cdf(use_years * hours_per_year,
                         scale=acceleration / rate_bake)
    assert abs(p_use / p_direct - 1) < 1e-7
    use_results.append((energy, acceleration, equal_years, p_use))

print(f"L = ln 20: {L:.4f}; ln 40: {np.log(40):.4f}")
print(f"simulated test, n = {n_small}, p = {p_small}: {trials} repeats")
print(f"  pass share simulated {pass_simulated:.4f}, formula {pass_formula:.4f}")
for size in (10, 30, 100, 1000):
    exact = bound_by_root(0, size)
    print(f"n = {size}: exact bound {exact:.5f}, 3/n {3/size:.5f}, "
          f"3/n too high by {100*(3/size/exact-1):.2f} %")
print(f"smallest coverage of full rule, n = {n_small}: {coverage.min():.4f}")
print(f"uniform-prior 95 % limit, n = {n_small}: {quantile:.5f}")
print(f"EXAMPLE: tested cells n = {n}, failures 0")
for p in (1e-5, 1e-4, 3e-4, 1e-3):
    print(f"  pass probability if p = {p:.0e}: {binom.pmf(0, n, p):.3g}")
print(f"exact upper bound: {p_upper:.4e} = {p_upper*1e6:.1f} ppm")
print(f"rule of three 3/n: {3/n:.4e} = {3e6/n:.1f} ppm")
print(f"3/n too high by {100*(3/n/p_upper-1):.3f} %")
print(f"bound after one failure: {one_failure_bound:.4e}, "
      f"times n: {one_failure_bound*n:.3f}")
print(f"two-sided upper end, zero failures: {two_sided_bound:.4e}")
print(f"array cells: {array_cells}")
print(f"mean failing cells in array at exact bound: {array_cells*p_upper:.1f}")
print(f"cells needed to show {target*1e6:.0f} ppm: {n_needed}")
print(f"LOT MIX: {100*share_poor:.0f} % of lots p = {p_poor:.0e}, "
      f"rest p = {p_good:.0e}")
print(f"  pass probability: poor {pass_poor:.4f}, good {pass_good:.4f}")
print(f"  passing lots above bound: formula {100*poor_given_pass:.1f} %, "
      f"simulated {100*is_poor[passed].mean():.1f} %")
print(f"CORRELATION: {lines} lines of {line_cells} cells, "
      f"coefficient {correlation}")
print(f"  bound {p_correlated:.3e}, factor {p_correlated/p_upper:.2f}")
print(f"  whole lines fail: bound {p_whole_lines:.3e}, "
      f"factor {p_whole_lines/p_upper:.1f}")
print(f"DETECTION {detection}: bound {p_missed:.3e}, "
      f"factor {p_missed/p_upper:.3f}")
print(f"FINITE ARRAY: at most {bad_cells} bad cells, "
      f"fraction {bad_cells/array_cells:.4e}")
print(f"BAKE: {bake_hours:.0f} h at {bake_C:.0f} C; "
      f"use: {use_years:.0f} years at {use_C:.0f} C")
for energy, acceleration, equal_years, p_use in use_results:
    print(f"  activation energy {energy} eV: acceleration {acceleration:.0f}, "
          f"bake equals {equal_years:.2f} years")
    print(f"    bound for use {p_use:.3e}, factor {p_use/p_upper:.2f}")
print("tests ok")
```

Running it gives:

```
L = ln 20: 2.9957; ln 40: 3.6889
simulated test, n = 30, p = 0.1: 200000 repeats
  pass share simulated 0.0420, formula 0.0424
n = 10: exact bound 0.25887, 3/n 0.30000, 3/n too high by 15.89 %
n = 30: exact bound 0.09503, 3/n 0.10000, 3/n too high by 5.23 %
n = 100: exact bound 0.02951, 3/n 0.03000, 3/n too high by 1.65 %
n = 1000: exact bound 0.00299, 3/n 0.00300, 3/n too high by 0.29 %
smallest coverage of full rule, n = 30: 0.9500
uniform-prior 95 % limit, n = 30: 0.09211
EXAMPLE: tested cells n = 10000, failures 0
  pass probability if p = 1e-05: 0.905
  pass probability if p = 1e-04: 0.368
  pass probability if p = 3e-04: 0.0498
  pass probability if p = 1e-03: 4.52e-05
exact upper bound: 2.9953e-04 = 299.5 ppm
rule of three 3/n: 3.0000e-04 = 300.0 ppm
3/n too high by 0.157 %
bound after one failure: 4.7430e-04, times n: 4.743
two-sided upper end, zero failures: 3.6882e-04
array cells: 1048576
mean failing cells in array at exact bound: 314.1
cells needed to show 1 ppm: 2995731
LOT MIX: 90 % of lots p = 4e-04, rest p = 1e-05
  pass probability: poor 0.0183, good 0.9048
  passing lots above bound: formula 15.4 %, simulated 15.3 %
CORRELATION: 100 lines of 100 cells, coefficient 0.1
  bound 1.307e-03, factor 4.36
  whole lines fail: bound 2.951e-02, factor 98.5
DETECTION 0.9: bound 3.328e-04, factor 1.111
FINITE ARRAY: at most 312 bad cells, fraction 2.9755e-04
BAKE: 24 h at 150 C; use: 10 years at 55 C
  activation energy 1.1 eV: acceleration 6206, bake equals 16.99 years
    bound for use 1.763e-04, factor 0.59
  activation energy 0.9 eV: acceleration 1268, bake equals 3.47 years
    bound for use 8.624e-04, factor 2.88
tests ok
```
